# Hopping in a deep optical lattice and the failure of Gaussian orbitals

## Problem

An atom of mass $m$ moves in the one-dimensional lattice $V(x)=sE_R\sin^2(kx)$, with $E_R=\hbar^2k^2/2m$. Let $w_0$ and $w_1$ be the lowest-band Wannier functions of neighbouring wells, and define the hopping by $J=-\langle w_0|H|w_1\rangle$.

(a) Find $J$ for $s\gg1$, including the first relative correction, from the asymptotics of the Mathieu equation.

(b) Estimate $J$ with Gaussian orbitals, first of harmonic width and then of the width that minimises the on-site energy. Do they have the right deep-lattice limit?

(c) Compare the estimates with the exact hopping for $s$ between 5 and 100.

## Solution

### The Mathieu equation and the band width

With $z=kx$, $\sigma=\sqrt s$ and energies in units of $E_R$,

$$-\psi''+\sigma^2\sin^2 z\,\psi=\varepsilon\psi .$$

Insert $\sin^2z=(1-\cos2z)/2$ and shift the origin, $z=y+\pi/2$. This gives the Mathieu equation

$$\frac{d^2\psi}{dy^2}+(a-2q\cos2y)\psi=0,\qquad a=\varepsilon-\frac s2,\quad q=\frac s4 .$$

The lowest band runs from the characteristic value $a_0(q)$ to $b_1(q)$. We need their difference at large $q$, and derive it in the variable $z$, where the wells lie at $z=n\pi$.

Let $\kappa$ be the quasimomentum in units of $k$. If $J_m$ is the hopping to the $m$-th neighbour, with $J_1=J$, then

$$\varepsilon(\kappa)=E_0-2\sum_{m\ge1}J_m\cos(m\pi\kappa),\qquad W=\varepsilon(1)-\varepsilon(0)=4(J_1+J_3+\dots).$$

The farther hoppings are negligible in a deep lattice. To see this, note that $\cos\pi\kappa$ is half the trace of the transfer matrix over one period. As a function of $\varepsilon$ it is entire and grows like $\cos(\pi\sqrt\varepsilon)$, so it is a product over its zeros, one in each band. Measure the energy $\xi$ from the lowest zero, and let $d_n$ be the distances to the higher ones. Then

$$\cos\pi\kappa\simeq-\frac{\xi}{2J}\prod_{n\ge1}\left(1-\frac{\xi}{d_n}\right)\simeq-\frac{\xi(1-\beta\xi)}{2J},\qquad \beta=\sum_n\frac1{d_n}.$$

The sum converges because $d_n$ grows as $n^2$, and it stays bounded in a deep lattice, where the low levels are about $2\sigma$ apart. Solving for $\xi$ gives $\xi\simeq-2J\cos\pi\kappa+4\beta J^2\cos^2\pi\kappa$. The second term contains $2\beta J^2\cos2\pi\kappa$, so $J_2\simeq-\beta J^2$. The next order gives $J_3=O(J^3)$. Hence $J=W/4$ up to exponentially small relative terms.

### The width from the wave function at the barrier top

Let $b=\pi/2$ be the barrier top. The lower edge state $\psi_N$ is periodic, the upper one $\psi_D$ antiperiodic, and both are even about $z=0$. Therefore $\psi_N'(b)=0$ and $\psi_D(b)=0$. Take both real, positive at $z=0$ and normalised to one on $(-b,b)$.

Multiply the equation for $\psi_D$ by $\psi_N$, the equation for $\psi_N$ by $\psi_D$, and subtract:

$$W\psi_N\psi_D=\frac{d}{dz}\left(\psi_N'\psi_D-\psi_D'\psi_N\right).$$

Integrate from $0$ to $b$. Both derivatives vanish at $0$, so

$$W\int_0^b\psi_N\psi_D\,dz=-\psi_N(b)\,\psi_D'(b).$$

Now define $\varphi=(\psi_N+\psi_D)/2$. Reflection about $b$ leaves $\psi_N$ unchanged and reverses $\psi_D$, so $\varphi(\pi-z)=(\psi_N-\psi_D)/2$. Thus $\varphi$ is concentrated in the well at $0$, and its mirror image in the well at $\pi$. At the barrier top $\psi_N(b)=2\varphi(b)$ and $\psi_D'(b)=2\varphi'(b)$.

The integral equals $\frac12-\frac12\int_0^b(\psi_N-\psi_D)^2dz$. The last term contains only the neighbour's tail and is exponentially small. Therefore

$$W\simeq-8\varphi(b)\varphi'(b),\qquad J\simeq-2\varphi(b)\varphi'(b).$$

### The tail of the localised state

With $\bar\varepsilon$ the mean of the two edge energies, $(H-\bar\varepsilon)\varphi=-\frac W2\varphi(\pi-z)$. For $0\le z\le b$ this source is exponentially small compared with $\varphi$, so $\varphi$ obeys the Schrödinger equation there. It is the decaying solution: a growing part comparable with $\varphi(b)$ would become large on the way to $z=\pi$, where $\varphi$ is exponentially small.

Write $\varphi=A(z)e^{-\sigma(1-\cos z)}$. Two derivatives give

$$\varphi''=\left[A''-2\sigma\sin z\,A'-\sigma\cos z\,A+\sigma^2\sin^2z\,A\right]e^{-\sigma(1-\cos z)}.$$

The terms in $\sigma^2$ cancel against the potential, leaving

$$-A''+2\sigma\sin z\,A'+\sigma\cos z\,A=\varepsilon A .$$

Set $\varepsilon=\sigma+e_0+\dots$ and $A=A_0(1+u/\sigma+\dots)$. The coefficient of $\sigma$ in $\varepsilon$ must be one; otherwise $A_0'/A_0$ would be singular at the well centre. At order $\sigma$,

$$\frac{A_0'}{A_0}=\frac{1-\cos z}{2\sin z}=\frac12\tan\frac z2,\qquad A_0=C\sec\frac z2 .$$

This amplitude is regular from the well centre to the barrier top, so no matching at a turning point is needed.

At order one, $2\sin z\,u'=A_0''/A_0+e_0$. Here

$$\frac{A_0''}{A_0}=\left(\frac{A_0'}{A_0}\right)'+\left(\frac{A_0'}{A_0}\right)^2=\frac14\sec^2\frac z2+\frac14\tan^2\frac z2=\frac12\sec^2\frac z2-\frac14 .$$

At $z=0$ the left side vanishes and this ratio is $1/4$, so $e_0=-1/4$. Then

$$u'=\frac{\tan^2(z/2)}{4\sin z}=\frac18\tan\frac z2\sec^2\frac z2,\qquad u=\frac18\tan^2\frac z2,$$

with the integration constant absorbed in $C$.

### Normalisation and the hopping

Near the well centre $2\sigma(1-\cos z)\simeq\sigma z^2-\sigma z^4/12$ and $\sec^2(z/2)\simeq1+z^2/4$. The factor with $u$ contributes only at relative order $1/\sigma^2$. With the weight $e^{-\sigma z^2}$, $\langle z^2\rangle=1/(2\sigma)$ and $\langle z^4\rangle=3/(4\sigma^2)$, hence

$$1=C^2\sqrt{\frac\pi\sigma}\left[1+\frac1{16\sigma}+\frac1{8\sigma}\right],\qquad C^2\simeq\sqrt{\frac\sigma\pi}\left(1-\frac3{16\sigma}\right).$$

At $b$, $\sec^2(\pi/4)=2$ and $u=1/8$, so

$$\varphi(b)^2=2\sqrt{\frac\sigma\pi}\,e^{-2\sigma}\left(1-\frac3{16\sigma}+\frac1{4\sigma}\right),\qquad \frac{\varphi'(b)}{\varphi(b)}\simeq-\sigma+\frac12 .$$

Since $J=-2\varphi(b)^2\,[\varphi'(b)/\varphi(b)]$, the relative corrections add to $(-3+4-8)/(16\sigma)$:

$$\boxed{J=\frac4{\sqrt\pi}\,E_R\,s^{3/4}e^{-2\sqrt s}\left[1-\frac7{16\sqrt s}+O\!\left(\frac1s\right)\right]}$$

In Mathieu form, with $\sigma=2\sqrt q$, the leading term reads $b_1-a_0\simeq32\sqrt{2/\pi}\,q^{3/4}e^{-4\sqrt q}$.

The exponent is the tunnelling action $\int_0^\pi\sigma\sin z\,dz=2\sigma$. The leading formula converges slowly: its relative error falls as $1/\sqrt s$, so halving it takes a lattice about four times as deep.

### Gaussian orbitals

Take $g(z)=(\alpha/\pi)^{1/4}e^{-\alpha z^2/2}$ in each well. The nearest-neighbour overlap is $S=e^{-\alpha\pi^2/4}$. The product of two neighbours is $S$ times a normalised Gaussian density in $y=z-\pi/2$, with $\langle y^2\rangle=1/(2\alpha)$ and $\langle\cos2y\rangle=e^{-1/\alpha}$.

For the kinetic term, $-g''(z-\pi)=[\alpha-\alpha^2(y-\pi/2)^2]\,g(z-\pi)$. For the potential, $\sin^2z=(1+\cos2y)/2$. The neighbour and on-site elements are therefore

$$h_1=S\left[\frac\alpha2-\frac{\alpha^2\pi^2}4+\frac s2\left(1+e^{-1/\alpha}\right)\right],\qquad h_0=\frac\alpha2+\frac s2\left(1-e^{-1/\alpha}\right).$$

The orbitals overlap, so the Bloch energy is a quotient. To first order in $S$,

$$\frac{h_0+2h_1\cos\pi\kappa}{1+2S\cos\pi\kappa}\simeq h_0+2(h_1-Sh_0)\cos\pi\kappa .$$

Comparison with $E_0-2J\cos\pi\kappa$ gives

$$J_G=-(h_1-Sh_0)=e^{-\alpha\pi^2/4}\left[\frac{\alpha^2\pi^2}4-s\,e^{-1/\alpha}\right].$$

**Harmonic width.** Near its minimum the potential is $sz^2$, whose ground state has $\alpha=\sigma$. For $s\to\infty$,

$$\frac{J_G}{J}\to\frac{\sqrt\pi}4\left(\frac{\pi^2}4-1\right)s^{1/4}e^{-(\pi^2/4-2)\sqrt s}.$$

Since $\pi^2/4\approx2.467$ exceeds 2, the ratio tends to zero.

**Energy-optimised width.** The condition $dh_0/d\alpha=0$ gives $\alpha^2=s\,e^{-1/\alpha}$. For the depths considered here this equation has two roots, and $h_0$ falls between them, so the minimum is the larger root. For large $s$ it is $\alpha\simeq\sigma-\frac12$. The orbital is slightly wider, which multiplies the harmonic estimate by a factor tending to $e^{\pi^2/8}\approx3.43$. A constant factor cannot repair the exponent, so this estimate also fails in the deep-lattice limit.

The cause is the tail. A harmonic Gaussian decays as if the potential were $sz^2$ up to the barrier top, where that parabola has height $s\pi^2/4$ instead of $s$. The leading amplitudes there have the ratio

$$\frac{\varphi(b)}{g(b)}\to\sqrt2\,e^{(\pi^2/8-1)\sigma}.$$

### Numbers for $s=20$

Here $\sigma=4.472$. The leading formula gives

$$J\approx\frac4{\sqrt\pi}\,20^{3/4}e^{-2\times4.472}E_R=2.785\times10^{-3}E_R .$$

The correction factor $1-7/(16\times4.472)=0.902$ lowers this to $2.512\times10^{-3}E_R$. Explicitly constructed Wannier functions give $2.491\times10^{-3}E_R$. The leading formula is thus 12% above the exact hopping, and the corrected one 0.8% above. The next hopping is $J_2=-2.95\times10^{-6}E_R$, negative as derived.

For the harmonic Gaussian $S=1.613\times10^{-5}$, and

$$J_G=1.613\times10^{-5}\times20\left(\frac{\pi^2}4-e^{-1/4.472}\right)E_R=5.38\times10^{-4}E_R,$$

which is 22% of the exact value. The optimised width, $\alpha=3.939$, gives $1.369\times10^{-3}E_R$, or 55%.

Yet the optimised on-site energy, $4.212\,E_R$, lies only 0.16% above the mean band energy, $4.205\,E_R$. The energy is determined mainly inside the well and says little about the tail. At the barrier top the exact $\varphi$ is $1.79\times10^{-2}$. The optimised Gaussian has $8.2\times10^{-3}$ there, a factor of 2.2 too small, and the harmonic Gaussian $4.39\times10^{-3}$, a factor of 4.1.

### From moderate to deep lattices

The last four columns are estimates divided by the exact $J$.

| $s$ | exact $J/E_R$ | leading | corrected | harmonic Gaussian | optimised Gaussian |
|---:|---:|---:|---:|---:|---:|
| 5 | $6.58\times10^{-2}$ | 1.31 | 1.054 | 0.56 | 1.03 |
| 10 | $1.92\times10^{-2}$ | 1.19 | 1.021 | 0.37 | 0.83 |
| 20 | $2.49\times10^{-3}$ | 1.12 | 1.008 | 0.22 | 0.55 |
| 40 | $1.07\times10^{-4}$ | 1.08 | 1.004 | 0.10 | 0.28 |
| 100 | $1.40\times10^{-7}$ | 1.05 | 1.001 | 0.02 | 0.06 |

At $s=5$ the optimised Gaussian is closer than either asymptotic formula. This agreement is accidental: the ratio passes through one and then keeps falling, as the wrong exponent requires. The asymptotic formulas improve with depth instead. The numerical check also extracts the correction coefficient from band edges at $\sqrt s=40$ and $80$; extrapolation gives 0.4375, in agreement with $7/16$.

## Numbers as computed

```
Lattice depth s = 20 (E_R), sqrt(s) = 4.47214
Lower band edge = 4.1999540 E_R
Upper band edge = 4.2099194 E_R
Band width W = 9.965422e-03 E_R, W/4 = 2.491356e-03 E_R
J from Wannier functions = 2.491350e-03 E_R
J2 = -2.950e-06 E_R, J3 = 5.453e-09 E_R
J leading formula = 2.78490e-03 E_R
J with 7/16 correction = 2.51246e-03 E_R
Half-cell overlap of edge states = 0.499915
phi at barrier top, exact = 1.78727e-02 (dimensionless)
phi at barrier top, formula = 1.76454e-02
Harmonic Gaussian at barrier top = 4.38751e-03
phi exact / Gaussian at barrier top = 4.074
Mean band energy = 4.20493 E_R
On-site energy, harmonic Gaussian = 4.23977 E_R
On-site energy, optimal Gaussian = 4.21159 E_R
Optimal alpha = 3.93902, harmonic alpha = 4.47214
Overlap of harmonic Gaussians = 1.6134e-05
J harmonic Gaussian = 5.3817e-04 E_R
J optimal Gaussian = 1.3689e-03 E_R
Hopping in E_R: s, exact, leading, corrected, harm. G, opt. G
   5 6.5767e-02 8.6196e-02 6.9331e-02 3.6713e-02 6.7957e-02
  10 1.9182e-02 2.2739e-02 1.9593e-02 7.1047e-03 1.5927e-02
  20 2.4914e-03 2.7849e-03 2.5125e-03 5.3817e-04 1.3689e-03
  40 1.0687e-04 1.1524e-04 1.0727e-04 1.0780e-05 2.9926e-05
 100 1.4047e-07 1.4709e-07 1.4066e-07 3.0064e-09 9.0187e-09
Ratio to exact: s, leading, corrected, harm. G, opt. G
   5 1.3106 1.0542 0.5582 1.0333
  10 1.1854 1.0214 0.3704 0.8303
  20 1.1178 1.0085 0.2160 0.5494
  40 1.0783 1.0037 0.1009 0.2800
 100 1.0472 1.0013 0.0214 0.0642
sqrt(s)*(1 - J/J_leading):
  sqrt(s)=40: 0.44045, sqrt(s)=80: 0.43896
  extrapolated: 0.43746, 7/16 = 0.43750
Exponent coefficients: exact 2, Gaussian 2.46740
J_G/J at sqrt(s)=80: 3.4000e-16, law 3.3530e-16
Gain of optimal width at sqrt(s)=80: 3.3756
Limit of this gain exp(pi^2/8) = 3.4339
```
